# Bardeen's tunneling matrix element and its independence of the cutting surface: a program that tests the result

```python
"""Bardeen tunneling element as a surface current.
Result under test: for left/right states psi_L, psi_R of equal energy,
  M = <psi_R|(H-E_L)|psi_L>
    = (hbar^2/2m) Int_S (psi_R* grad psi_L - psi_L grad psi_R*).n dS
for every surface S in the barrier (n points from left to right).
For unequal energies the surface term drifts by
  (E_R-E_L) * integral of psi_R* psi_L between the surfaces.
Energies are in eV from the Fermi level, lengths in nm.
C = hbar^2/(2 m_e); PHI, D = barrier height and width;
a film is a finite well (band depth, width, level number).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import digamma

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
KT = const.k * 300.0 / const.e
PHI, D = 2.0, 1.0
DEPTH = {"up": 4.5, "dn": 0.7}
LEVEL = {"up": 8, "dn": 3}
KAPPA = np.sqrt(PHI / C)
K = {s: np.sqrt(DEPTH[s] / C) for s in DEPTH}


def level_count(energy, spin, width):
    """Continuous level number of a finite well."""
    k = np.sqrt((energy + DEPTH[spin]) / C)
    k0 = np.sqrt((PHI + DEPTH[spin]) / C)
    return (k * width + 2 * np.arcsin(k / k0)) / np.pi


WIDTH = {s: brentq(lambda w: level_count(0.0, s, w) - LEVEL[s], 0.01, 20)
         for s in DEPTH}


def slab(energy, height, length, mass=1.0):
    """Transfer matrix for (psi, psi'/mass) over a signed length."""
    q = np.sqrt(complex(mass * (height - energy) / C))
    ch, sh = np.cosh(q * length), np.sinh(q * length)
    return np.array([[ch, mass * sh / q], [q * sh / mass, ch]])


def bound_mismatch(energy, pieces):
    """Zero when the layered potential has a bound state at this energy."""
    decay = np.sqrt((PHI - energy) / C)
    vec = np.array([1.0, decay], dtype=complex)
    for height, length in pieces:
        vec = slab(energy, height, length) @ vec
    return (vec[1] + decay * vec[0]).real


# Single-film levels: counting rule against wave matching.
for s in DEPTH:
    film = [(-DEPTH[s], WIDTH[s])]
    assert abs(bound_mismatch(0.0, film)) < 1e-8
    lower = brentq(lambda e: level_count(e, s, WIDTH[s]) - LEVEL[s] + 1,
                   -DEPTH[s] + 1e-6, 0.0)
    assert abs(bound_mismatch(lower, film)) < 1e-8


def edge_amplitude(spin):
    """Normalized wave function at the film edge, by quadrature."""
    k = K[spin]

    def inside(s):
        return np.cos(k * s) + KAPPA / k * np.sin(k * s)
    edge = inside(WIDTH[spin])
    norm = quad(lambda s: inside(s)**2, 0, WIDTH[spin], limit=200)[0]
    norm += (1 + edge**2) / (2 * KAPPA)
    return abs(edge) / np.sqrt(norm)


def element_by_volume(left, right, gap):
    """<R|H-E|L>: integral of psi_R (V-V_L) psi_L over the right film."""
    k = K[right]
    overlap = quad(lambda s: np.exp(-KAPPA * (gap + s)) *
                   (np.cos(k * s) + KAPPA / k * np.sin(k * s)),
                   0, WIDTH[right], epsabs=1e-15, limit=200)[0]
    amp = edge_amplitude(left) * edge_amplitude(right)
    return -(PHI + DEPTH[right]) * amp * overlap


def element_closed(left, right, gap):
    value = -4 * C * KAPPA * np.exp(-KAPPA * gap)
    for s in (left, right):
        value *= K[s] / np.sqrt((K[s]**2 + KAPPA**2)
                                * (WIDTH[s] + 2 / KAPPA))
    return value


def exact_splitting(left, right, gap, scale):
    pieces = [(-DEPTH[left], WIDTH[left]), (PHI, gap),
              (-DEPTH[right], WIDTH[right])]
    low = brentq(bound_mismatch, -4 * scale, 0, args=(pieces,), xtol=1e-15)
    high = brentq(bound_mismatch, 0, 4 * scale, args=(pieces,), xtol=1e-15)
    return high - low


PAIRS = [("up", "up"), ("dn", "dn"), ("up", "dn")]
element, splitting = {}, {}
for pair in PAIRS:
    element[pair] = element_by_volume(*pair, D)
    assert abs(element_closed(*pair, D) / element[pair] - 1) < 1e-7
    splitting[pair] = exact_splitting(*pair, D, abs(element[pair]))
    error = abs(splitting[pair] / (2 * abs(element[pair])) - 1)
    thin = abs(element_by_volume(*pair, D / 2))
    error_thin = abs(exact_splitting(*pair, D / 2, thin) / (2 * thin) - 1)
    assert error < 1e-3 and error_thin > 10 * error


def transmission(energy, left, right, heights=(PHI,), width=D,
                 mass=1.0, drop=0.0):
    """Transmission between half-infinite electrodes; drop = bias in eV."""
    k_in = np.sqrt((energy + DEPTH[left]) / C)
    k_out = np.sqrt((energy + DEPTH[right] + drop) / C)
    vec = np.array([1.0, 1j * k_out])
    for height in reversed(heights):
        vec = slab(energy, height, -width / len(heights), mass) @ vec
    incoming = 0.5 * (vec[0] + vec[1] / (1j * k_in))
    return k_out / k_in / abs(incoming)**2


# Golden rule with counted level density against transfer matrices.
step = 1e-4
density = {s: (level_count(step, s, WIDTH[s])
               - level_count(-step, s, WIDTH[s])) / (2 * step)
           for s in DEPTH}
exact_t, golden_t = {}, {}
for pair in PAIRS:
    a, b = pair
    exact_t[pair] = transmission(0.0, a, b)
    golden_t[pair] = (4 * np.pi**2 * element[pair]**2
                      * density[a] * density[b])
    formula = (16 * KAPPA**2 * K[a] * K[b] * np.exp(-2 * KAPPA * D)
               / ((K[a]**2 + KAPPA**2) * (K[b]**2 + KAPPA**2)))
    assert abs(golden_t[pair] / exact_t[pair] - 1) < 1e-5
    assert abs(formula / exact_t[pair] - 1) < 1e-5


def magnetoresistance(t):
    parallel = t["up", "up"] + t["dn", "dn"]
    return parallel / (2 * t["up", "dn"]) - 1


tmr = magnetoresistance(exact_t)
assert abs(tmr - magnetoresistance(golden_t)) < 1e-5

# Majority film facing minority film across a tilted, bumped barrier.
h = 0.005
x = np.arange(-WIDTH["up"] - 2.5, D + WIDTH["dn"] + 2.5, h)
in_gap = (x >= 0) & (x <= D)
in_left = (x > -WIDTH["up"]) & (x < 0)
in_right = (x > D) & (x < D + WIDTH["dn"])
shape = PHI + 0.3 * (x / D - 0.5) + 0.4 * np.sin(np.pi * x / D)
background = np.where(in_gap, shape, PHI)
v_left = np.where(in_left, -DEPTH["up"], background)
off_diagonal = np.full(len(x) - 1, -C / h**2)


def grid_state(potential, index):
    value, vector = eigh_tridiagonal(potential + 2 * C / h**2, off_diagonal,
                                     select="i", select_range=(index, index))
    psi = vector[:, 0] / np.sqrt(h)
    return value[0], psi * np.sign(psi[np.searchsorted(x, D / 2)])


energy_left, psi_left = grid_state(v_left, LEVEL["up"] - 1)
FRACTIONS = (0.1, 0.5, 0.9)
planes = [np.searchsorted(x, f * D) for f in FRACTIONS]


def surface_study(offset):
    """Tune E_R = E_L + offset; return currents and volume integrals."""
    def right_potential(depth):
        return np.where(in_right, -depth, background)
    depth = brentq(lambda g: grid_state(right_potential(g),
                                        LEVEL["dn"] - 1)[0]
                   - energy_left - offset, 0.1, 1.5)
    v_right = right_potential(depth)
    energy_right, psi_right = grid_state(v_right, LEVEL["dn"] - 1)
    full = np.where(in_right, -depth, v_left)
    product = psi_left * psi_right
    volume = h * np.sum(product * (full - v_left))
    reverse = h * np.sum(product * (full - v_right))
    currents = []
    for j in planes:
        mean_l = (psi_left[j] + psi_left[j + 1]) / 2
        mean_r = (psi_right[j] + psi_right[j + 1]) / 2
        slope_l = (psi_left[j + 1] - psi_left[j]) / h
        slope_r = (psi_right[j + 1] - psi_right[j]) / h
        currents.append(C * (mean_r * slope_l - mean_l * slope_r))
    difference = energy_right - energy_left
    corrections = [difference * h * np.sum(product[j + 1:]) for j in planes]
    return np.array(currents), volume, reverse, np.array(corrections)


same, same_volume, same_reverse, _ = surface_study(0.0)
same_spread = np.ptp(same) / abs(same_volume)
assert same_spread < 1e-6
assert np.max(abs(same / same_volume - 1)) < 1e-6
assert abs(same_reverse / same_volume - 1) < 1e-6
shifted, shifted_volume, _, correction = surface_study(KT)
shifted_spread = np.ptp(shifted) / abs(shifted_volume)
assert shifted_spread > 0.01
assert np.max(abs((shifted + correction) / shifted_volume - 1)) < 1e-6


# Curved surfaces: states built from several sideways wave numbers.
def curved_current(ripple, energy_right):
    period = 1.0
    y = np.linspace(0, period, 400, endpoint=False)
    g = 2 * np.pi / period
    surface = 0.5 * D + ripple * np.sin(g * y)
    slope = ripple * g * np.cos(g * y)
    left = left_n = right = right_n = 0
    for n, a, b in ((-1, 0.6j, 0.8), (0, 1.0, 0.7), (1, 0.5, 0.4 - 0.3j)):
        q = n * g
        decay_l = np.sqrt(PHI / C + q**2)
        decay_r = np.sqrt((PHI - energy_right) / C + q**2)
        wave_l = a * np.exp(1j * q * y - decay_l * surface)
        wave_r = b * np.exp(1j * q * y + decay_r * (surface - D))
        left = left + wave_l
        right = right + wave_r
        left_n = left_n + (-decay_l - 1j * q * slope) * wave_l
        right_n = right_n + (decay_r - 1j * q * slope) * wave_r
    return C * period * np.mean(right.conj() * left_n
                                - left * right_n.conj())


flat = curved_current(0.0, 0.0)
curved_change = abs(curved_current(0.3, 0.0) / flat - 1)
assert curved_change < 1e-9
curved_shifted = abs(curved_current(0.3, 0.2)
                     / curved_current(0.0, 0.2) - 1)
assert curved_shifted > 1e-4

# Sizes of neglected effects, majority to majority.
base = exact_t["up", "up"]
light = transmission(0.0, "up", "up", mass=0.4) / base
thick = transmission(0.0, "up", "up", width=D + 0.1) / base
BIAS = 0.5
mid = (np.arange(400) + 0.5) / 400
biased = transmission(0.0, "up", "up", tuple(PHI - BIAS * mid),
                      drop=BIAS) / base
EPS_R = 3.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def image_energy(u):
    """Image energy at x = u*D between two metal planes."""
    bracket = 0.5 * (digamma(u) + digamma(1 - u)) + np.euler_gamma
    return coulomb / (2 * EPS_R * D) * bracket


n = np.arange(1, 200001)
series = 1 / 0.6 + np.sum(n / (n**2 - 0.09) - 1 / n)
assert abs(image_energy(0.3) + coulomb / (2 * EPS_R * D) * series) < 1e-8
rounded = np.maximum(PHI + image_energy(mid), -DEPTH["up"] + 1e-6)
image = transmission(0.0, "up", "up", tuple(rounded)) / base
energies = np.linspace(-12 * KT, 12 * KT, 481)
weight = 1 / np.cosh(energies / (2 * KT))**2
thermal = np.sum(weight * [transmission(e, "up", "up") for e in energies])
thermal /= np.sum(weight) * base
Q_SIDE = 2.0
sideways = transmission(-C * Q_SIDE**2, "up", "up") / base
field = BIAS / D * 10
BREAKDOWN = 10.0

print(f"barrier height {PHI:.1f} eV, width {D:.1f} nm")
print(f"decay constant kappa = {KAPPA:.3f} 1/nm")
print(f"kappa*d = {KAPPA * D:.3f}")
for s in DEPTH:
    print(f"{s}: band depth {DEPTH[s]:.1f} eV, k = {K[s]:.3f} 1/nm")
    print(f"{s}: film width {WIDTH[s]:.3f} nm, level {LEVEL[s]}")
    print(f"{s}: effective width {WIDTH[s] + 2 / KAPPA:.3f} nm")
    print(f"{s}: level density {density[s]:.4f} 1/eV")
    print(f"{s}: k/(k^2+kappa^2) = {K[s] / (K[s]**2 + KAPPA**2):.5f} nm")
print(f"kappa^2/k_up = {KAPPA**2 / K['up']:.3f} 1/nm")
for pair in PAIRS:
    name = "-".join(pair)
    print(f"{name}: M = {element[pair] * 1e6:.3f} ueV")
    print(f"{name}: exact splitting = {splitting[pair] * 1e6:.3f} ueV")
    print(f"{name}: golden-rule T = {golden_t[pair]:.5e}")
    print(f"{name}: exact T = {exact_t[pair]:.5e}")
print(f"M up-up = {element['up', 'up'] * const.e:.4e} J")
print(f"normal-incidence magnetoresistance = {100 * tmr:.3f} %")
print("shaped barrier, up-dn, equal energies:")
print(f"  volume M = {same_volume * 1e6:.4f} ueV")
for f, value in zip(FRACTIONS, same):
    print(f"  J at x/d={f:.1f}: {value * 1e6:.4f} ueV")
print(f"  relative spread = {same_spread:.1e}")
print(f"shaped barrier, E_R-E_L = {KT * 1e3:.2f} meV (300 K):")
print(f"  volume M = {shifted_volume * 1e6:.4f} ueV")
for f, value, extra in zip(FRACTIONS, shifted, correction):
    print(f"  x/d={f:.1f}: J {value * 1e6:.4f}, rest {extra * 1e6:.4f} ueV")
print(f"  relative spread of J = {100 * shifted_spread:.2f} %")
print(f"curved/flat change, equal E: {curved_change:.1e}")
print(f"curved/flat change, 0.2 eV apart: {100 * curved_shifted:.2f} %")
print("factors on T up-up from neglected effects:")
print(f"  barrier mass 0.4 m_e: {light:.1f}")
print(f"  barrier thicker by 0.1 nm: {thick:.3f}")
print(f"  bias {BIAS:.1f} V: {biased:.2f}")
print(f"  image force, eps_r {EPS_R:.1f}: {image:.1f}")
print(f"  thermal average, 300 K: {thermal:.4f}")
print(f"  sideways k {Q_SIDE:.1f} 1/nm: {sideways:.3f}")
print(f"field {field:.1f} MV/cm; rough breakdown {BREAKDOWN:.0f} MV/cm")
print("OK")
```

It prints:

```
barrier height 2.0 eV, width 1.0 nm
decay constant kappa = 7.245 1/nm
kappa*d = 7.245
up: band depth 4.5 eV, k = 10.868 1/nm
up: film width 2.132 nm, level 8
up: effective width 2.408 nm
up: level density 0.9255 1/eV
up: k/(k^2+kappa^2) = 0.06370 nm
dn: band depth 0.7 eV, k = 4.286 1/nm
dn: film width 1.950 nm, level 3
dn: effective width 2.226 nm
dn: level density 2.1690 1/eV
dn: k/(k^2+kappa^2) = 0.06048 nm
kappa^2/k_up = 4.830 1/nm
up-up: M = -226.543 ueV
up-up: exact splitting = 453.086 ueV
up-up: golden-rule T = 1.73536e-06
up-up: exact T = 1.73536e-06
dn-dn: M = -91.782 ueV
dn-dn: exact splitting = 183.564 ueV
dn-dn: golden-rule T = 1.56449e-06
dn-dn: exact T = 1.56449e-06
up-dn: M = -144.196 ueV
up-dn: exact splitting = 288.393 ueV
up-dn: golden-rule T = 1.64771e-06
up-dn: exact T = 1.64771e-06
M up-up = -3.6296e-23 J
normal-incidence magnetoresistance = 0.134 %
shaped barrier, up-dn, equal energies:
  volume M = -92.0269 ueV
  J at x/d=0.1: -92.0269 ueV
  J at x/d=0.5: -92.0269 ueV
  J at x/d=0.9: -92.0269 ueV
  relative spread = 6.9e-14
shaped barrier, E_R-E_L = 25.85 meV (300 K):
  volume M = -91.2016 ueV
  x/d=0.1: J -95.7867, rest 4.5851 ueV
  x/d=0.5: J -94.0984, rest 2.8968 ueV
  x/d=0.9: J -92.4797, rest 1.2780 ueV
  relative spread of J = 3.63 %
curved/flat change, equal E: 2.3e-17
curved/flat change, 0.2 eV apart: 2.36 %
factors on T up-up from neglected effects:
  barrier mass 0.4 m_e: 240.6
  barrier thicker by 0.1 nm: 0.235
  bias 0.5 V: 2.36
  image force, eps_r 3.0: 22.1
  thermal average, 300 K: 1.0131
  sideways k 2.0 1/nm: 0.605
field 5.0 MV/cm; rough breakdown 10 MV/cm
OK
```
